# Line Minimization of a Single Kohn-Sham Band: Curvature and Optimal Angle

## 1. One band in a fixed Hamiltonian

Take one orbital $\psi$ with occupation $f$ and a Hermitian Hamiltonian $H$ that does not depend on the orbital. Let $\phi$ be a second normalized function, orthogonal to $\psi$. The orbital

$$\psi(\theta)=\psi\cos\theta+\phi\sin\theta$$

stays normalized, because $\cos^2\theta+\sin^2\theta=1$ and the cross terms contain $\langle\psi|\phi\rangle=0$. Write

$$a=\langle\psi|H|\psi\rangle,\qquad b=\langle\phi|H|\phi\rangle,\qquad c=\langle\phi|H|\psi\rangle .$$

The two cross terms in the energy are complex conjugates, so their sum is $2\,\mathrm{Re}\,c$:

$$e(\theta)=f\left[a\cos^2\theta+b\sin^2\theta+2\sin\theta\cos\theta\,\mathrm{Re}\,c\right].$$

With $\cos^2\theta=\frac12(1+\cos2\theta)$, $\sin^2\theta=\frac12(1-\cos2\theta)$ and $2\sin\theta\cos\theta=\sin2\theta$,

$$e(\theta)=\bar e+A\cos2\theta+B\sin2\theta,\qquad \bar e=\tfrac f2(a+b),\quad A=\tfrac f2(a-b),\quad B=f\,\mathrm{Re}\,c .$$

The last two terms are the scalar product of $(A,B)$ with the unit vector $(\cos2\theta,\sin2\theta)$. It is smallest when the two vectors are antiparallel:

$$\cos2\theta=-\frac{A}{R},\qquad \sin2\theta=-\frac{B}{R},\qquad R=\sqrt{A^2+B^2}.$$

Differentiation at $\theta=0$ gives $e'=2B$ and $e''=-4A$. Hence $-B=-e'/2$ and $-A=e''/4$. Multiplying both by the positive number 4 leaves the direction unchanged, so

$$\boxed{\;\theta_{\min}=\tfrac12\,\mathrm{atan2}\left(-2e',\,e''\right)\;}\tag{1}$$

Here $\mathrm{atan2}(y,x)$ is the polar angle of the point $(x,y)$.

For real orbitals the minimum energy $\bar e-R$ is $f$ times the lower eigenvalue of the $2\times2$ matrix of $H$ in the space of $\psi$ and $\phi$. If $c$ is complex, a phase factor on $\phi$ can make it real, and this choice gives the largest $R$.

The two arguments of atan2 matter. The expression $\frac12\arctan(-2e'/e'')$ lies between $-\pi/4$ and $\pi/4$, where $\cos2\theta>0$. The minimum requires $\cos2\theta=e''/(4R)$, which is negative when $e''<0$, that is, when $\phi$ has a lower energy than $\psi$. The one-argument formula is then wrong by $\pi$ in $2\theta$ and gives the maximum.

## 2. The self-consistent problem

In Kohn-Sham theory the Hamiltonian changes with the orbital. In Hartree atomic units the energy is

$$E=\sum_i f\langle\psi_i|h|\psi_i\rangle+E_{\mathrm{Hxc}}[n]+E_{\mathrm{nuc}},\qquad n(\mathbf r)=f\sum_i|\psi_i(\mathbf r)|^2 ,$$

where $h$ is the kinetic energy plus the external potential, and $E_{\mathrm{Hxc}}$ is the sum of the Hartree and exchange-correlation energies. The assumptions are these:

- All occupied bands are orthonormal and have the same fixed occupation $f$ (2 for a closed shell).
- $E_{\mathrm{xc}}$ is an explicit functional of the density, and $E$ is smooth along the arc. Exact exchange depends on the orbitals in another way and is not covered.

One band, $\psi=\psi_m$, moves along the arc of Section 1, and the others stay fixed. The direction $\phi$ must now be orthogonal to every occupied band. Then $\psi(\theta)$ remains orthogonal to the other bands at any angle, and no reorthogonalization is needed.

This restriction on $\phi$ loses nothing when the occupations are equal. A unitary rotation among the occupied bands leaves $f\sum_i|\psi_i\rangle\langle\psi_i|$ unchanged, and with it both the density and the one-electron energy. With unequal occupations such rotations do change the energy, and a separate treatment of them would be needed.

## 3. The density on the arc

By the same algebra as in Section 1,

$$n(\theta)=n(0)+f\left[\tfrac12(1-\cos2\theta)\left(|\phi|^2-|\psi|^2\right)+\sin2\theta\,\mathrm{Re}(\psi^*\phi)\right].\tag{2}$$

Primes denote derivatives with respect to $\theta$. At $\theta=0$,

$$n'=2f\,\mathrm{Re}(\psi^*\phi),\qquad n''=2f\left(|\phi|^2-|\psi|^2\right),\qquad n'''=-4n'.\tag{3}$$

The last relation holds because the density contains no frequency other than 0 and 2. Both $n'$ and $n''$ integrate to zero, so charge is moved but not created.

## 4. First and second derivatives

Define the potential and the kernel by

$$v_{\mathrm{Hxc}}(\mathbf r)=\frac{\delta E_{\mathrm{Hxc}}}{\delta n(\mathbf r)},\qquad K(\mathbf r,\mathbf r')=\frac{\delta^2E_{\mathrm{Hxc}}}{\delta n(\mathbf r)\,\delta n(\mathbf r')}=\frac1{|\mathbf r-\mathbf r'|}+f_{\mathrm{xc}}(\mathbf r,\mathbf r').$$

The chain rule gives

$$E_{\mathrm{Hxc}}'=\int v_{\mathrm{Hxc}}\,n'\,d\mathbf r .$$

Differentiating once more acts on $n'$ and also on the potential, whose derivative is $v_{\mathrm{Hxc}}'(\mathbf r)=\int K(\mathbf r,\mathbf r')\,n'(\mathbf r')\,d\mathbf r'$:

$$E_{\mathrm{Hxc}}''=\int v_{\mathrm{Hxc}}\,n''\,d\mathbf r+\iint n'(\mathbf r)K(\mathbf r,\mathbf r')n'(\mathbf r')\,d\mathbf r\,d\mathbf r'.\tag{4}$$

The one-electron part follows from Section 1 with $H$ replaced by $h$. Its derivatives are $2f\,\mathrm{Re}\langle\phi|h|\psi\rangle$ and $2f(\langle\phi|h|\phi\rangle-\langle\psi|h|\psi\rangle)$. Equation (3) turns the potential terms into

$$\int v_{\mathrm{Hxc}}n'\,d\mathbf r=2f\,\mathrm{Re}\langle\phi|v_{\mathrm{Hxc}}|\psi\rangle,\qquad \int v_{\mathrm{Hxc}}n''\,d\mathbf r=2f\left(\langle\phi|v_{\mathrm{Hxc}}|\phi\rangle-\langle\psi|v_{\mathrm{Hxc}}|\psi\rangle\right).$$

Adding these to the one-electron terms completes the Kohn-Sham Hamiltonian $H=h+v_{\mathrm{Hxc}}$, evaluated at $\theta=0$:

$$E'(0)=2f\,\mathrm{Re}\langle\phi|H|\psi\rangle,\tag{5}$$

$$\boxed{E''(0)=2f\left(\langle\phi|H|\phi\rangle-\langle\psi|H|\psi\rangle\right)+4f^2\!\iint\mathrm{Re}(\psi^*\phi)_{\mathbf r}\,K(\mathbf r,\mathbf r')\,\mathrm{Re}(\psi^*\phi)_{\mathbf r'}\,d\mathbf r\,d\mathbf r'}\tag{6}$$

The first term of (6) is the curvature in a frozen potential. The second is the response of the potential to the displaced charge $n'$. Its factor $4f^2$ is the square of the factor $2f$ in $n'$.

The Hartree part of the response is the electrostatic self-energy of $n'$, taken twice, and is positive for any nonzero $n'$. Local exchange has an energy density proportional to $-n^{4/3}$. Its second derivative is proportional to $-n^{-2/3}$, so it lowers the curvature.

In a large basis, (5) and (6) need $H\psi$, $H\phi$, the product density $n'$ and its potential. The full matrix of $H$ need not be formed or diagonalized. With a local $f_{\mathrm{xc}}$, the kernel term costs one solution of the Poisson equation and one multiplication on the grid.

## 5. The angle and the predicted energy

Since $\psi(\theta+\pi)=-\psi(\theta)$, the energy has period $\pi$, and its Fourier series contains the harmonics $2\theta,4\theta,6\theta,\dots$ The one-electron energy stops at $2\theta$. The Hartree energy is quadratic in the density (2), so it stops at $4\theta$. The exchange-correlation energy is not a polynomial in $n$ and has no such cutoff; the example below contains a $6\theta$ component.

The Teter-Payne-Allan step keeps one harmonic and fits it to the derivatives at the starting point:

$$E(\theta)\approx\bar E+A\cos2\theta+B\sin2\theta,\qquad A=-\tfrac14E''(0),\quad B=\tfrac12E'(0).\tag{7}$$

The minimization is that of Section 1, so the angle is (1) with $E'(0)$ and $E''(0)$ from (5) and (6). The model has the value $\bar E+A$ at the start and $\bar E-R$ at its minimum. The predicted change is therefore

$$\Delta E_{\mathrm{model}}=-A-R=\frac{E''}{4}-\sqrt{\left(\frac{E''}{4}\right)^2+\left(\frac{E'}{2}\right)^2}.\tag{8}$$

For $E''>0$ and small $|E'|/E''$, the angle becomes the Newton step $-E'/E''$ and the predicted change becomes $-E'^2/(2E'')$. For $E''\to0^+$ the Newton step diverges, while (1) gives $\pm\pi/4$.

## 6. How good is the angle?

Differentiate (4) again. The first term gives $\int v_{\mathrm{Hxc}}n'''+\iint n'Kn''$. The second gives $2\iint n'Kn''$, plus a term from the change of $K$ itself. With $K_3=\delta^3E_{\mathrm{xc}}/\delta n^3$,

$$E_{\mathrm{Hxc}}'''=\int v_{\mathrm{Hxc}}n'''+3\iint n'Kn''+\iiint K_3\,n'n'n'.$$

Here $n'''=-4n'$, and the third derivative of the one-electron part is likewise $-4$ times its first. Therefore

$$D\equiv E'''+4E'=3\iint n'Kn''+\iiint K_3\,n'n'n'.\tag{9}$$

The model (7) has third derivative $-4E'(0)$, so the true energy differs from it by $D\theta^3/6+O(\theta^4)$. The defect $D$ vanishes for a fixed Hamiltonian.

Now let the true line minimum be at $\theta_*$, with $E_2=E''(\theta_*)>0$ and $E_3=E'''(\theta_*)$. Start the step at $\theta_*-\varepsilon$. A Taylor expansion about $\theta_*$, where $E'=0$, gives

$$E'=-E_2\varepsilon+\tfrac12E_3\varepsilon^2+O(\varepsilon^3),\qquad E''=E_2-E_3\varepsilon+O(\varepsilon^2).$$

To second order in $\varepsilon$ the angle (1) equals $-E'/E''$, because $\frac12\arctan2y=y+O(y^3)$. Thus

$$\theta_{\min}=\varepsilon\,\frac{1-\frac{E_3}{2E_2}\varepsilon}{1-\frac{E_3}{E_2}\varepsilon}+O(\varepsilon^3)=\varepsilon+\frac{E_3}{2E_2}\,\varepsilon^2+O(\varepsilon^3).\tag{10}$$

At the minimum $E'=0$, so $E_3$ is the value of $D$ there. The energy left above the line minimum is, to leading order,

$$\tfrac12E_2\left(\frac{E_3}{2E_2}\varepsilon^2\right)^2=\frac{E_3^2}{8E_2}\,\varepsilon^4 ,$$

compared with an available lowering of $\frac12E_2\varepsilon^2$. Close to the minimum the step therefore lowers the energy. Far from it this expansion gives no such guarantee, and a careful implementation compares the new energy with the old. If the energy has risen, a sufficiently short step in the downhill direction will lower it, provided $E'\neq0$.

## 7. The search direction

Let $P=\sum_i|\psi_i\rangle\langle\psi_i|$ project on the occupied bands. The steepest-descent residual is $g=-(1-P)H\psi$. In a plane-wave basis with a smooth potential, the kinetic energy dominates $H$ for the components of high kinetic energy. $H$ multiplies them by roughly that energy, so they are exaggerated in $g$. The Teter-Payne-Allan preconditioner multiplies each component by

$$\kappa(x)=\frac{27+18x+12x^2+8x^3}{27+18x+12x^2+8x^3+16x^4},$$

where $x$ is the kinetic energy of the basis function divided by that of the band. It tends to 1 for small $x$ and to $1/(2x)$ for large $x$, which offsets the growth of $H$.

Set $d=(1-P)\kappa g$ and $\phi=d/\|d\|$. The second projection is needed because $\kappa$ does not preserve orthogonality. Since $(1-P)H\psi=-g$,

$$\langle d|H|\psi\rangle=\langle g|\kappa(1-P)H|\psi\rangle=-\langle g|\kappa|g\rangle<0 ,$$

so this direction is downhill. For later steps on the same band, a conjugate direction is formed by adding $\gamma d_{\mathrm{old}}$ to $\kappa g$ before the projection, where $\gamma$ is the new value of $\langle g|\kappa|g\rangle$ divided by the old one. If such a direction has $E'>0$, equation (1) returns a negative angle.

## 8. Worked example: the BH molecule

The molecule has a chosen bond length of 2.3 bohr and is treated with all electrons in the local density approximation (Slater exchange, PW92 correlation). The cc-pVTZ basis has 44 functions, and there are three doubly occupied bands. The basis is small, but it has been rotated to eigenfunctions of the kinetic energy, so $\kappa$ can be applied component by component, as for plane waves. The direction is downhill by Section 7. The functions of high kinetic energy also feel the full nuclear attraction here, so $\kappa$ need not balance the components as well as it does for plane waves with a smooth potential. The starting orbitals come from superposed atomic densities.

**Slope and curvature.** For the highest band and its first preconditioned direction,

$$\langle\psi|H|\psi\rangle=-0.1462,\quad\langle\phi|H|\phi\rangle=0.4211,\quad\langle\phi|H|\psi\rangle=-0.1985\ \text{Ha}.$$

With $2f=4$, the slope is $E'=4(-0.1985)=-0.794$ Ha. The frozen-potential curvature is $4(0.4211+0.1462)=2.269$ Ha. The Hartree kernel adds 1.455 Ha and the exchange-correlation kernel adds $-0.437$ Ha:

$$E''=2.2691+1.4547-0.4374=3.286\ \text{Ha}.$$

The kernel terms supply about 31% of this curvature.

**Angle.** Equation (1) gives

$$\theta_{\min}=\tfrac12\,\mathrm{atan2}(1.588,\,3.286)=0.225\ \text{rad}=12.9^\circ .$$

The predicted energy change (8) is $0.8216-\sqrt{0.8216^2+0.3971^2}=-0.0909$ Ha. The true change at this angle is $-0.0929$ Ha, or $-2.53$ eV.

**Comparison.** The last column is the energy above the nearest exact line minimum.

| Step | Angle (rad) | Excess (mHa) |
|---|---|---|
| exact line minimum | 0.2346 | 0 |
| equation (1) | 0.2251 | 0.15 |
| Newton | 0.2416 | 0.08 |
| equation (1), no kernel | 0.3054 | 8.0 |

Without the kernel terms the curvature is too small and the step is too long. It forfeits 8.6% of the available lowering of 0.0931 Ha, against 0.16% with them.

The Newton step does slightly better than (1) on this line. The angle from (1) is too short by 0.0095 rad. Newton's angle is longer by 0.0165 rad and so overshoots by 0.0070 rad. The case for (1) is its behaviour when $E''$ is small or negative, and this starting point, where $E''$ is large and positive, does not test that.

**The defect.** $D$ is $-0.40$ Ha at the start and $-2.59$ Ha at the line minimum. Such a variation is possible because the operation $E'''+4E'$ removes the $2\theta$ harmonic. It multiplies the slope of the $4\theta$ harmonic by $-16+4=-12$. That harmonic has amplitude 0.0597 Ha, so its contribution to $D$ oscillates with amplitude $12\times4\times0.0597=2.87$ Ha and passes from zero to full size within $\pi/8=0.39$ rad. The $6\theta$ harmonic, which comes from the exchange-correlation energy alone, has amplitude 0.00175 Ha; its slope is multiplied by $-36+4=-32$, so its contribution to $D$ has the smaller amplitude $32\times6\times0.00175=0.34$ Ha. The $8\theta$ and $10\theta$ harmonics add amplitudes of about 0.15 and 0.07 Ha. At the start the $4\theta$ contribution is near a zero (about $-0.10$ Ha), and most of $D=-0.40$ Ha comes from the $6\theta$ harmonic (about $-0.34$ Ha). At the line minimum the $4\theta$ harmonic supplies about $-2.37$ Ha of the $-2.59$ Ha.

The coefficient in (10) is $-2.588/(2\times3.272)=-0.395$ per radian. For steps started 0.01 rad on either side of the minimum, the angle errors are averaged, which cancels the $\varepsilon^3$ term; this average divided by $\varepsilon^2$ gives the same value to three digits. At the actual distance of 0.2346 rad, the quadratic term alone would give an error of $-0.395\times0.2346^2=-0.022$ rad, whereas the actual error is $-0.0095$ rad. The first step is thus outside the range where the leading term suffices.

**Full minimization.** Each sweep diagonalizes $H$ within the three occupied bands and then makes up to four line steps on each band, stopping early when the norm of the residual falls below $10^{-7}$. The energy above a reference obtained by repeated diagonalization with mixing falls as follows:

| Sweeps | Energy above reference (Ha) |
|---|---|
| 0 | $1.4\times10^{-1}$ |
| 1 | $4.1\times10^{-3}$ |
| 2 | $2.4\times10^{-5}$ |
| 3 | $4.3\times10^{-8}$ |

None of the line steps in the five sweeps raised the energy, and both methods end at $-24.97403$ Ha. These digits show the agreement of the two methods within the cc-pVTZ basis; they are not the basis-set limit of the LDA energy of BH. The reference took 15 diagonalizations. With 44 basis functions these are cheap, so the two counts say nothing about relative cost in a large basis.

The numerical check also compares (5) and (6) with finite differences of the total energy for complex orbitals, where the real parts in the formulas matter.

## Table of computed values

```
bond length: 2.3 bohr
basis functions: 44, occupied bands: 3
grid points: 16584
electrons on grid: 6.00000
largest basis kinetic energy: 21.8 Ha
Complex-orbital test
 E' formula, differences: 0.086899, 0.086899 Ha
 E'' formula, differences: 3.007988, 3.007988 Ha
 kernel part of E'': 0.006865 Ha
Worked line, highest band
 starting energy: -24.835043 Ha
 band kinetic energy: 0.86770 Ha
 <psi|H|psi>: -0.146172 Ha
 <phi|H|phi>: 0.421113 Ha
 <phi|H|psi>: -0.198541 Ha
 E': -0.794165 Ha
 E'' fixed-H part: 2.269139 Ha
 E'' Hartree part: 1.454717 Ha
 E'' xc part: -0.437398 Ha
 E'' total: 3.286457 Ha
 model A, B: -0.821614, -0.397083 Ha
 predicted angle: 0.225098 rad = 12.897 deg
 exact line minimum: 0.234611 rad
 Newton angle: 0.241648 rad
 angle without kernel: 0.305353 rad
 predicted energy change: -0.090923 Ha
 true change, predicted angle: -0.092909 Ha
  the same: -2.5282 eV
 change at exact minimum: -0.093058 Ha
 change at Newton angle: -0.092977 Ha
 change without kernel: -0.085042 Ha
 excess, predicted angle: 1.484e-04 Ha
 excess without kernel: 8.016e-03 Ha
Harmonic amplitudes (2, 4, 6 theta)
 total: 7.075e-01, 5.969e-02, 1.754e-03 Ha
 Hartree: 3.2e-01, 7.9e-02, 1.1e-15 Ha
 xc: 1.6e-01, 1.9e-02, 1.8e-03 Ha
Defect of the one-harmonic model
 D at start, formula: -0.40182 Ha
 D at start, differences: -0.40182 Ha
 D at line minimum: -2.58772 Ha
 E'' at line minimum: 3.27161 Ha
 D/(2E''): -0.39548 per rad
 measured coefficient: -0.39536 per rad
Full minimization, energy above reference
 after sweep 0: 1.39e-01 Ha
 after sweep 1: 4.07e-03 Ha
 after sweep 2: 2.37e-05 Ha
 after sweep 3: 4.26e-08 Ha
 after sweep 5: -4.99e-11 Ha
 line steps: 60, raising E: 0
 final energy: -24.974034 Ha
 reference energy: -24.974034 Ha
 reference diagonalizations: 15
 orthonormality error: 1.3e-15
```
